\section*{Times of successive uncorrelated breakdown spots in a percolating oxide}

\section{From defects to a count of spots}

\textbf{Q.} You want the time at which the $k$th breakdown spot appears in a thin oxide. Before any statistics, what is a spot, and what does ``uncorrelated'' assume?

\textbf{A.} Divide the oxide into $N$ columns running from one electrode to the other, each a stack of $n$ cells. Stress at constant voltage creates defects, which do not heal. A column becomes a breakdown spot when all its cells are defective. ``Uncorrelated'' means that cells fail independently, that a spot changes neither the voltage nor the defect generation elsewhere, and that a broken column is counted once. All devices are taken as identical for now. Paths that wander sideways are left out: two such paths can share cells, and then they are not independent.

\textbf{Q.} Where does a power law in time come from?

\textbf{A.} It is put in at the level of the cell. Let a cell be defective by time $t$ with probability
\begin{equation}
\lambda(t)=(t/\tau_0)^{\alpha},\qquad 0\le t\le\tau_0,\quad \alpha>0 .
\end{equation}
Independence of the $n$ cells gives the probability that a column has broken,
\begin{equation}
p(t)=\lambda^n=(t/\tau_0)^{n\alpha}.
\end{equation}
The expected number of broken columns is therefore
\begin{equation}
H(t)=Np(t)=\left(\frac{t}{\tau}\right)^{\beta},\qquad
\beta=n\alpha,\qquad \tau=\tau_0N^{-1/\beta}.
\label{eq:H}
\end{equation}
The last relation follows from $N\tau_0^{-\beta}=\tau^{-\beta}$. A thicker oxide has more cells per column and a larger $\beta$.

As a numerical case take round model parameters, not fitted to a measured oxide: area $1\,\mu\mathrm m^2$, cells of edge 1 nm, $n=3$, $\alpha=1/2$ and $\tau_0=10^{12}$ s. Then $N=10^6$, $\beta=1.5$ and $\tau=10^{12}\times(10^6)^{-2/3}=10^8$ s. At $t=\tau$ the defective fraction of cells is $(10^{-4})^{1/2}=10^{-2}$, while one column in a million has broken.

\section{Why a Poisson process is allowed}

\textbf{Q.} A column can break once, so the count is binomial and cannot exceed $N$. A Poisson count has no ceiling. Why may you replace one by the other?

\textbf{A.} Because the error can be bounded. Follow one column up to time $t$. It has no event with probability $1-p(t)$, or one event at time $s$ with density $p'(s)$. Compare it with a Poisson process of the same mean: no event has probability $e^{-p(t)}$, and a single event at $s$ has density
\begin{equation}
e^{-p(s)}\,p'(s)\,e^{-[p(t)-p(s)]}=p'(s)\,e^{-p(t)} .
\end{equation}
Since $1-p\le e^{-p}\le1$, the smaller weight is $1-p$ for the empty history and $p'(s)e^{-p}$ for a single event. The common part of the two laws has total weight
\begin{equation}
1-p+\int_0^t p'(s)e^{-p(t)}\,ds=1-p+pe^{-p}.
\end{equation}
One can draw both histories together so that they agree with this probability: take them from the common part when possible, and from the two remainders otherwise. They disagree with probability $p(1-e^{-p})\le p^2$.

Do this independently for every column. The chance that any column disagrees is at most $Np^2$. The $N$ independent Poisson processes add up to one Poisson process, because their rates add. Hence, for any event decided by the history up to $t$,
\begin{equation}
|\mathrm{Prob}_{\rm columns}-\mathrm{Prob}_{\rm Poisson}|\le Np^2=\frac{H^2}{N}.
\end{equation}
In the example the bound is $10^{-6}$ at $H=1$. It is a bound, not the error itself: for $H=2$ and $N=200$ the distance between the two count distributions is $2.3\times10^{-3}$, below the bound $2\times10^{-2}$. With $N=2000$ both are ten times smaller.

\textbf{Q.} An absolute error says little about failure fractions of $10^{-10}$.

\textbf{A.} For those, compare leading terms. When $H\ll1$ the binomial chance of $k$ broken columns is, to leading order,
\begin{equation}
\binom Nk p^k=\frac{H^k}{k!}\prod_{j=0}^{k-1}\left(1-\frac jN\right),
\end{equation}
and the corresponding Poisson term is $H^k/k!$. For $k\ll\sqrt N$ the relative difference is about $k(k-1)/(2N)$, or $3\times10^{-6}$ for $k=3$ here. The small probabilities quoted below were also tested against the full binomial sum, to a relative accuracy of $10^{-5}$.

\section{The distribution of the $k$th time}

\textbf{Q.} The rate changes with time. Does the usual Poisson formula survive?

\textbf{A.} It does, with $H$ in place of rate times time. Let $h=dH/dt$ and let $P_j(t)$ be the probability of exactly $j$ spots. In a short interval $dt$ one new spot appears with probability $h\,dt$, whatever happened before, and two appear with probability of higher order. Thus
\begin{equation}
P_j(t+dt)=P_j(t)(1-h\,dt)+P_{j-1}(t)\,h\,dt ,\qquad P_{-1}=0 .
\end{equation}
Subtract $P_j(t)$, divide by $dt$, and use $dH=h\,dt$:
\begin{equation}
\frac{dP_j}{dH}=P_{j-1}-P_j .
\end{equation}
Now set $P_j=e^{-H}Q_j$. The derivative of the exponential cancels the term $-P_j$, leaving $dQ_j/dH=Q_{j-1}$. At $H=0$ there are no spots, so $Q_0=1$ and $Q_j(0)=0$ for $j\ge1$. Repeated integration gives $Q_j=H^j/j!$, and
\begin{equation}
P_j=e^{-H}\frac{H^j}{j!}.
\end{equation}
Using $H$ as the clock also covers $\beta<1$, where $h$ diverges at $t=0$ but its integral is finite.

\textbf{Q.} That is a law for numbers. I asked for a time.

\textbf{A.} The $k$th spot has appeared by $t$ precisely when the count at $t$ is at least $k$. So the distribution of its time $T_k$ is
\begin{equation}
F_k(t)=1-e^{-H}\sum_{j=0}^{k-1}\frac{H^j}{j!},\qquad H=\left(\frac t\tau\right)^\beta .
\label{eq:F}
\end{equation}
To get the density, differentiate first with respect to $H$:
\begin{equation}
\frac{dF_k}{dH}=e^{-H}\left[\sum_{j=0}^{k-1}\frac{H^j}{j!}-\sum_{j=1}^{k-1}\frac{H^{j-1}}{(j-1)!}\right]
=\frac{H^{k-1}e^{-H}}{(k-1)!}.
\label{eq:gamma}
\end{equation}
The second sum repeats the first without its last term, which is what remains. Multiplication by $dH/dt=\beta H/t$ yields
\begin{equation}
f_k(t)=\frac{\beta}{t}\,\frac{H^k e^{-H}}{(k-1)!}.
\end{equation}
For $k=1$ this is the Weibull law, $F_1=1-e^{-H}$.

A direct simulation of 20\,000 devices, each with 400 columns of three cells, tests the chain from cells to $F_k$. The largest gap between simulated and derived distributions is below 0.005 for $k=1,2,3$.

\textbf{Q.} If the first spot takes $\langle T_1\rangle$ on average, does the third take three times as long?

\textbf{A.} Only if $\beta=1$. By (\ref{eq:gamma}), $u=H(T_k)$ has density $u^{k-1}e^{-u}/(k-1)!$. Since $T_k=\tau u^{1/\beta}$,
\begin{equation}
\langle T_k^m\rangle=\frac{\tau^m}{(k-1)!}\int_0^\infty u^{k-1+m/\beta}e^{-u}\,du
=\tau^m\frac{\Gamma(k+m/\beta)}{\Gamma(k)},
\end{equation}
provided $k+m/\beta>0$. With $\Gamma(z+1)=z\Gamma(z)$, the ratio of successive means is
\begin{equation}
\frac{\langle T_{k+1}\rangle}{\langle T_k\rangle}=\frac{k+1/\beta}{k}=1+\frac1{k\beta}.
\end{equation}
In the example the means are $0.90$, $1.50$ and $2.01$ in units of $10^8$ s, with ratios $5/3$ and $4/3$. The mean waits after the first and second spots are thus $0.60$ and $0.50$ in the same units: since $\beta>1$, the rate $h\propto t^{\beta-1}$ of new spots grows with time, so the waits shorten. The relative spread also falls. Standard deviation over mean is $0.61/0.90=0.68$ for $k=1$ and $0.78/2.01=0.39$ for $k=3$.

\section{Early failures and the Weibull plot}

\textbf{Q.} Suppose I need the time by which a fraction $10^{-4}$ of the devices has failed, not the mean. How much is gained if a circuit tolerates one spot?

\textbf{A.} Integrate (\ref{eq:gamma}) from zero with $e^{-u}=1-u+\dots$:
\begin{equation}
F_k=\frac1{(k-1)!}\left[\frac{H^k}{k}-\frac{H^{k+1}}{k+1}+\dots\right]
=\frac{H^k}{k!}\left[1-\frac{kH}{k+1}+O(H^2)\right].
\label{eq:tail}
\end{equation}
Set $F_k=q$ and define $x=(k!\,q)^{1/k}$. Taking the $k$th root gives $x=H[1-H/(k+1)+O(H^2)]$, and inversion gives
\begin{equation}
H=x\left[1+\frac{x}{k+1}+O(x^2)\right],\qquad t_k(q)\simeq\tau x^{1/\beta}.
\end{equation}
To leading order the gain in lifetime is
\begin{equation}
\frac{t_k(q)}{t_1(q)}\simeq\frac{(k!\,q)^{1/(k\beta)}}{q^{1/\beta}}
=(k!)^{1/(k\beta)}\,q^{-(1-1/k)/\beta}.
\end{equation}
It grows as the allowed failure fraction shrinks.

The values of $t_2$ and $t_3$ below come from solving $F_k=q$ numerically; $x$ is the leading estimate of $H$. For $q=10^{-4}$ and $k=1$, $t_1=10^8\times(10^{-4})^{2/3}=2.15\times10^5$ s, or 2.5 days. For $k=2$, $x=\sqrt{2\times10^{-4}}=0.0141$ and $t_2=5.87\times10^6$ s, or 68 days. For $k=3$, $x=(6\times10^{-4})^{1/3}=0.0843$ and $t_3=1.95\times10^7$ s, or 226 days. The gains are 27 and 91. At the medians they are just $1.41/0.783=1.8$ and $1.93/0.783=2.5$. The large benefit belongs to the early tail, where two independent rare events are much rarer than one.

The leading formula for $t_3$ gives $1.92\times10^7$ s, low by 1.4\%. The next term explains it: the relative correction to $t$ is $x/[\beta(k+1)]=0.0843/6=0.014$. Whether a circuit really works with a spot in it depends on the current through that spot, which this model does not describe.

\textbf{Q.} Since $F_k\propto t^{k\beta}$, I would simply call $T_k$ Weibull with slope $k\beta$.

\textbf{A.} That holds in the early tail alone. A Weibull plot shows $\ln\Lambda_k$ against $\ln t$, where $\Lambda_k=-\ln(1-F_k)$. With $S=\sum_{j<k}H^j/j!$, equation (\ref{eq:F}) gives $\Lambda_k=H-\ln S$. The subtraction used in (\ref{eq:gamma}) gives $S-dS/dH=H^{k-1}/(k-1)!$, so
\begin{equation}
\frac{d\Lambda_k}{dH}=1-\frac1S\frac{dS}{dH}=\frac{H^{k-1}}{(k-1)!\,S}.
\end{equation}
Because $d/d\ln t=\beta H\,d/dH$, the local slope is
\begin{equation}
\frac{d\ln\Lambda_k}{d\ln t}=\frac{\beta H^k}{(k-1)!\,S\,\Lambda_k}.
\end{equation}
Early on, $S\to1$ and $\Lambda_k\to H^k/k!$, so the slope tends to $k\beta$. Late, the last term dominates $S$, so $(k-1)!\,S\to H^{k-1}$, while $\Lambda_k/H\to1$ because $\ln S$ grows as $\ln H$. The slope then tends to $\beta$. The two limits differ for $k\ge2$, so no later spot has a Weibull distribution.

\textbf{Q.} Does the curvature matter in practice?

\textbf{A.} For $k=3$ the slope is 4.40 at $q=10^{-4}$ but 2.85 at the median. Suppose someone draws the tangent at the median, $1.93\times10^8$ s, and extends it to $q=10^{-4}$. The vertical distance is $\ln(\ln2)-\ln(10^{-4})=-0.37+9.21=8.84$. The line therefore goes back by a factor $e^{8.84/2.85}\approx22$, to about $9\times10^6$ s. The derived value is $1.95\times10^7$ s, so the straight line underestimates this lifetime by a factor of about two.

\section{Area}

\textbf{Q.} A product has far more oxide than a test structure. Does tolerance to a spot lose its value there?

\textbf{A.} It depends on what is held fixed. An area $M$ times larger has $M$ times as many independent columns, so its expected count, also called the cumulative hazard, is
\begin{equation}
MH(t)=\left(\frac{M^{1/\beta}t}{\tau}\right)^\beta=H(M^{1/\beta}t).
\end{equation}
Every $F_k$ depends on time through the cumulative hazard, so every quantile is multiplied by the same factor $M^{-1/\beta}$. For $M=100$ it is $100^{-2/3}=0.046$. At fixed $q$ all lifetimes shrink together, and the gains of 27 and 91 are unchanged. This counts the $k$ tolerated spots over the whole area. If instead the product consists of $M$ separate devices and fails when one of them collects $k$ spots, the early tail gives $MH^k/k!\simeq q$, so the lifetime scales as $M^{-1/(k\beta)}$ and the gain grows with $M$.

At fixed time the picture differs. By (\ref{eq:tail}), $F_k$ grows as $M^k$ while $MH\ll1$. At $t=10^6$ s, $H=(10^{-2})^{1.5}=10^{-3}$, which becomes $0.1$ for the larger area:
\begin{center}
\begin{tabular}{cccc}
$k$ & $F_k$, area $A$ & $F_k$, area $100A$ & ratio\\
1 & $1.0\times10^{-3}$ & $9.5\times10^{-2}$ & $95$\\
2 & $5.0\times10^{-7}$ & $4.7\times10^{-3}$ & $9.4\times10^3$\\
3 & $1.7\times10^{-10}$ & $1.5\times10^{-4}$ & $9.3\times10^5$
\end{tabular}
\end{center}
The ratios fall short of $10^2$, $10^4$ and $10^6$ by 5 to 7\%, in line with the correction $kH/(k+1)$ at $H=0.1$, which is 5 to 7.5\%. The fraction with three spots remains far below the fraction with one, but the factor between them drops from about $6\times10^6$ to about 600.

\section{What the first spot says about the next}

\textbf{Q.} If spots are uncorrelated, the clock should restart after each one. Then the wait for the second spot has the same law as $T_1$.

\textbf{A.} The spots do not influence each other, but the oxide has aged. Given $T_k=s$, the chance $R(t)$ of no further spot by $t$ obeys $dR/dt=-hR$ with $R(s)=1$, hence
\begin{equation}
\mathrm{Prob}(T_{k+1}>t\mid T_k=s)=e^{-[H(t)-H(s)]}.
\label{eq:next}
\end{equation}
For $\beta=1$ the exponent is $-(t-s)/\tau$ and the clock does restart. For $\beta>1$ the rate is already higher when the second wait begins.

In every case the increment of the cumulative hazard, $H(T_{k+1})-H(T_k)$, is exponential with mean 1 and independent of $T_k$. In the simulation this was tested for $k=1$ by splitting the devices at the median of $T_1$. The largest gaps from the exponential law are 0.005 for the early half and 0.013 for the late half, within the tolerance of 0.03. The second is somewhat large beside the sampling scale $1/\sqrt{10\,000}=0.01$, but sampling alone can produce it.

\textbf{Q.} To check that on real devices I would need $\tau$. Is there a check that does without it?

\textbf{A.} Use the ratio of successive times. Write $f_k(s)=h(s)H(s)^{k-1}e^{-H(s)}/(k-1)!$ and multiply by the density $h(t)e^{-[H(t)-H(s)]}$ from (\ref{eq:next}). The factors $e^{\pm H(s)}$ cancel. Division by $f_{k+1}(t)=h(t)H(t)^ke^{-H(t)}/k!$ gives the density of $T_k$ at $s$, given $T_{k+1}=t$:
\begin{equation}
\frac{k\,h(s)H(s)^{k-1}}{H(t)^k},\qquad 0<s<t .
\end{equation}
Its integral from $0$ to $rt$, with $0\le r\le1$, is
\begin{equation}
\mathrm{Prob}\left(\frac{T_k}{T_{k+1}}\le r\right)=\left[\frac{H(rt)}{H(t)}\right]^k=r^{k\beta}.
\label{eq:ratio}
\end{equation}
The result contains neither $t$ nor $\tau$, so it also holds without the condition on $T_{k+1}$. In the simulation the largest gap from this law is 0.007 for $k=1,2,3$.

\section{When the count disagrees}

\textbf{Q.} Suppose I measure more double failures than you predict. Have I proved that one spot triggers another?

\textbf{A.} Not yet. For identical devices the early tail gives $F_2\simeq F_1^2/2$. Now let $H$ vary between devices, with averages over devices written $\langle\cdot\rangle$. Each device still has uncorrelated spots, but the pooled fractions are $\langle F_1\rangle\simeq\langle H\rangle$ and $\langle F_2\rangle\simeq\langle H^2\rangle/2$. Therefore
\begin{equation}
\frac{\langle F_2\rangle}{\langle F_1\rangle^2/2}\simeq\frac{\langle H^2\rangle}{\langle H\rangle^2}
=1+\frac{\langle H^2\rangle-\langle H\rangle^2}{\langle H\rangle^2}\ge1 .
\end{equation}
If half the devices have $0.5$ and half $1.5$ times the mean hazard, the ratio is $(0.25+2.25)/2=1.25$. Weak devices supply more than their share of double failures.

\textbf{Q.} How would true triggering look different?

\textbf{A.} Take the simplest model: the first spot multiplies the later rate $h$ of the whole device by a constant $c$. Interaction in a real oxide, through local heating or a drop in voltage, need not have this form. With $u=H(T_1)$ and $w=H(T_2)-u$, $u$ is exponential with rate 1 and $w$ with rate $c$. For small $H$,
\begin{equation}
F_2=\int_0^H e^{-u}\left[1-e^{-c(H-u)}\right]du\simeq\int_0^H c(H-u)\,du=\frac{cH^2}{2}.
\end{equation}
So $c=1.25$ produces the same early excess as the spread above. If $\beta$ is known and every device is followed to its second spot, the ratio of times separates the two. With $y=r^\beta$, the condition $T_1/T_2\le r$ reads $u\le y(u+w)$, or $w\ge u(1-y)/y$. Thus
\begin{equation}
\mathrm{Prob}\left(\frac{T_1}{T_2}\le r\right)=\int_0^\infty e^{-u}e^{-cu(1-y)/y}\,du=\frac{y}{y+c(1-y)} .
\end{equation}
At $y=1/2$ this is $1/(1+c)=0.44$ for $c=1.25$, against $0.50$ without triggering. A test stopped early does not show this difference. While $H\ll1$, the joint density $c\,e^{-u-cw}$ of $u$ and $w$ is nearly constant, so among the pairs seen $u/(u+w)$ is nearly uniform. The probability is then close to $y$ with or without triggering, and the ratio no longer tells the two apart. A spread in $\tau$ with common $\beta$ leaves (\ref{eq:ratio}) unchanged, because $\tau$ does not enter it. A spread in $\beta$ would change it, so $\beta$ must be known to be common before a deviation is read as interaction.

The value of $\beta$ must also be right, and a spread in hazard can spoil its estimate. In the half-and-half example, with $H$ now the mean hazard, the pooled fraction without a spot is $(e^{-H/2}+e^{-3H/2})/2$. The local slope of its Weibull plot at $H=1$ is only $0.87\beta$. If you use this slope in place of $\beta$, then at the $r$ where you expect a probability of $0.50$ you find $0.5^{1/0.87}=0.45$, which looks like triggering. Take $\beta$ instead from the early tail, where $\langle F_1\rangle\simeq\langle H\rangle\propto t^\beta$. The means, quantiles, slopes, the area table and the simulation checks are in the numerical output; the tangent extrapolation, the triggering value and the pooled slope are evaluated from the formulas above.

\section*{Values computed for the example and the checks}
\begin{verbatim}
columns N = 1000000, cells per column n = 3
cell exponent alpha = 0.5, cell time tau0 = 1.000e+12 s
beta = 1.500, tau = 1.0000e+08 s
defective cell fraction at tau = 1.0000e-02
Poisson error bound H^2/N at H=1: 1.0e-06
failure fraction q = 1.0e-04
k=1: mean = 9.0275e+07 s, std dev = 6.1294e+07 s
k=1: median = 7.8322e+07 s
k=1: H at q = 1.00005e-04, leading x = 1.00000e-04
k=1: t_k(q) = 2.1545e+05 s = 2.49 days
k=1: tail formula for t_k(q) = 2.1544e+05 s
k=1: gain t_k(q)/t_1(q) = 1.00
k=1: Weibull slope at q = 1.500, at median = 1.500
k=2: mean = 1.5046e+08 s, std dev = 7.1722e+07 s
k=2: median = 1.4123e+08 s
k=2: H at q = 1.42092e-02, leading x = 1.41421e-02
k=2: t_k(q) = 5.8665e+06 s = 67.90 days
k=2: tail formula for t_k(q) = 5.8480e+06 s
k=2: gain t_k(q)/t_1(q) = 27.23
k=2: Weibull slope at q = 2.986, at median = 2.276
k=3: mean = 2.0061e+08 s, std dev = 7.7835e+07 s
k=3: median = 1.9266e+08 s
k=3: H at q = 8.61761e-02, leading x = 8.43433e-02
k=3: t_k(q) = 1.9510e+07 s = 225.81 days
k=3: tail formula for t_k(q) = 1.9232e+07 s
k=3: gain t_k(q)/t_1(q) = 90.55
k=3: Weibull slope at q = 4.404, at median = 2.854
service time = 1.0e+06 s, H = 1.000e-03
area factor M = 100, quantile factor M^(-1/beta) = 0.0464
k=1: F_k at service time = 9.9950e-04, area x M: 9.5163e-02, ratio = 9.5210e+01
k=2: F_k at service time = 4.9967e-07, area x M: 4.6788e-03, ratio = 9.3639e+03
k=3: F_k at service time = 1.6654e-10, area x M: 1.5465e-04, ratio = 9.2861e+05
simulated lattice: 20000 devices of 400 columns
largest CDF gap, k=1,2,3: 0.0048, 0.0044, 0.0045
largest gap of ratio law, k=1,2,3: 0.0042, 0.0055, 0.0070
gap of increment law, early/late first spot: 0.0052, 0.0134
binomial-Poisson distance at H=2: N=200 2.271e-03, N=2000 2.257e-04
bounds H^2/N: 2.000e-02, 2.000e-03
largest master-equation deviation = 1.0e-11
device spread 0.5H/1.5H: F_2/(F_1^2/2) = 1.2500
\end{verbatim}
